# Sign Change of Relativistic Local Exchange and Its Place in Mercury

## Problem

A uniform electron gas of density $n$, with a neutralizing background, has Fermi wave number $k_F=(3\pi^2n)^{1/3}$. Its relativistic parameter is

$$\beta=\frac{\hbar k_F}{mc}.$$

At small $\beta$ the exchange energy per volume $e_x$ and the exchange potential $v_x=de_x/dn$ are

$$e_x^{0}=-\frac{e^2}{4\pi\varepsilon_0}\frac{k_F^4}{4\pi^3},\qquad v_x^{0}=-\frac{e^2}{4\pi\varepsilon_0}\frac{k_F}{\pi}.$$

Relativity multiplies them by factors $\phi(\beta)$ and $\psi(\beta)$. Exchange here means one-photon exchange between occupied electron states: the Coulomb interaction plus the transverse, retarded interaction of currents.

1. Find $\phi$, and decide whether $e_x$ changes sign and at what $\beta$.
2. Find $\psi$ and its sign change.
3. Map $\beta(r)$ through the core of a neutral mercury atom and locate both sign changes.

## First estimate by scaling

Parallel currents attract while like charges repel, so transverse exchange opposes Coulomb exchange. A current carries a factor $v/c$ relative to a charge, and two currents interact, so this correction is of relative order $(v/c)^2\sim\beta^2$. Coulomb exchange is itself reduced at the same order, because Dirac spinors of different momenta overlap less than fully. Together,

$$\phi\approx1-a\beta^2,\qquad a\sim1.$$

Continued beyond small $\beta$, this gives a sign change at $\beta\sim1$.

For the potential, $e_x\propto n^{4/3}-a'n^{2}$, because $\beta^2\propto n^{2/3}$. Differentiation multiplies the terms by $4/3$ and $2$, whose ratio is $3/2$. Hence $\psi\approx1-\tfrac32a\beta^2$. Its zero lies at $\sqrt{2/3}\approx0.82$ times that of $\phi$, whatever the value of $a$.

For mercury, take two nonrelativistic hydrogenic 1s electrons, with density $n=(2Z^3/\pi a_0^3)e^{-2Zr/a_0}$. Since $\hbar/mc=\alpha a_0$, with $\alpha\approx1/137$ the fine-structure constant,

$$\beta(r)\approx(6\pi)^{1/3}Z\alpha\,e^{-2Zr/3a_0}.$$

At the nucleus this is $2.66\times80/137\approx1.55$. With $a_0\approx53$ pm the decay length $3a_0/2Z$ is 0.99 pm. The estimate puts $\beta=1$ at $0.992\ln1.554\approx0.44$ pm (both factors from unrounded constants), and $\beta=0.82$ at about 0.64 pm.

## Exact solution

### The exchange kernel

Work to first order in $\alpha$. Momenta $\mathbf k,\mathbf p$ are measured in $mc$ and energies $E=\sqrt{1+k^2}$, $E'=\sqrt{1+p^2}$ in $mc^2$. Let $\mathbf q=\mathbf k-\mathbf p$ and $\omega=E-E'$.

Coulomb exchange contributes $-\tfrac12|\rho|^2/q^2$ for each ordered pair of occupied states, in units of the coupling $e^2/\varepsilon_0$, where $\rho=u_p^\dagger u_k$.

The transverse part follows from second-order perturbation theory. An electron in state $k$ emits a photon of energy $q$, goes to an empty state $p$, and returns. The energy shift is $\sum|M|^2/(E-E'-q)$. Write the sum over empty $p$ as the sum over all $p$ minus the sum over occupied $p$. The first sum is linear in the occupations; it is the self-energy of a free electron and belongs to the physical mass. Processes involving the filled negative-energy states also give terms that are linear in the occupations or constant, and are removed likewise. What remains, symmetrized in $k$ and $p$, is

$$+\frac12\sum_{k,p\ \rm occ}|M|^2\left[\frac1{q-\omega}+\frac1{q+\omega}\right]=\frac12\sum_{k,p\ \rm occ}|M|^2\frac{2q}{q^2-\omega^2}.$$

The photon amplitude gives $|M|^2=|\mathbf j_T|^2/2q$ in the same units, where $\mathbf j_T$ is the part of $\mathbf j=u_p^\dagger\boldsymbol\alpha u_k$ perpendicular to $\mathbf q$. The transverse term is thus $+\tfrac12|\mathbf j_T|^2/(q^2-\omega^2)$, opposite in sign to the Coulomb term. The direct terms vanish because the gas is neutral and carries no net current.

Replacing sums by integrals and restoring units,

$$e_x=-\frac{e^2}{2\varepsilon_0}\left(\frac{mc}{\hbar}\right)^4\!\int\!\!\int\frac{d^3k\,d^3p}{(2\pi)^6}\,W,\qquad W=\frac{R}{q^2}-\frac{S_T}{q^2-\omega^2},$$

where $R$ and $S_T$ are the spin sums of $|\rho|^2$ and $|\mathbf j_T|^2$.

The free Dirac Hamiltonian is $h_k=\boldsymbol\alpha\cdot\mathbf k+B$, with $B$ the mass matrix. Taking $h_k-h_p=\boldsymbol\alpha\cdot\mathbf q$ between $u_p^\dagger$ and $u_k$ gives $\omega\rho=\mathbf q\cdot\mathbf j$, which is current conservation. Hence $S_T=S-\omega^2R/q^2$, where $S$ is the spin sum of $|\mathbf j|^2$, and

$$W=\frac{R(q^2-\omega^2)/q^2+\omega^2R/q^2-S}{q^2-\omega^2}=\frac{R-S}{q^2-\omega^2}.$$

The spin sums use the projectors $\Lambda_k=\tfrac12[1+(\boldsymbol\alpha\cdot\mathbf k+B)/E]$. The matrices are $4\times4$, and products of two different ones are traceless, so

$$R={\rm Tr}(\Lambda_k\Lambda_p)=1+\frac{\mathbf k\cdot\mathbf p+1}{EE'}.$$

For $S$, anticommutation gives $\sum_i\alpha_i\alpha_i=3$, $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ and $\sum_i\alpha_iB\alpha_i=-3B$. Therefore

$$S=\sum_i{\rm Tr}(\Lambda_k\alpha_i\Lambda_p\alpha_i)=3-\frac{\mathbf k\cdot\mathbf p+3}{EE'}.$$

Put $X=EE'-\mathbf k\cdot\mathbf p$. Then $R-S=(4-2X)/(EE')$. Also

$$q^2-\omega^2=k^2+p^2-2\mathbf k\cdot\mathbf p-E^2-E'^2+2EE'=2(X-1),$$

because $k^2-E^2=p^2-E'^2=-1$. The kernel is

$$W=\frac{2-X}{EE'(X-1)}=\frac1{EE'}\left[\frac1{X-1}-1\right].$$

At small momenta $X-1\to q^2/2$ and $W\to2/q^2$, the Coulomb result for two spin states. The kernel becomes negative for $X>2$, which makes a sign change of $e_x$ possible.

The Coulomb part alone has the kernel $R/q^2$. Since $EE'\ge kp$, $R$ is positive for every pair, and Coulomb exchange is negative at every density. A sign change therefore requires the transverse part.

### The integral over the Fermi sphere

Set $k=\sinh u$, $p=\sinh v$, so $E=\cosh u$ and $E'=\cosh v$. The average of $1/(X-1)$ over the angle is

$$\frac12\int_{-1}^{1}\frac{d\mu}{EE'-1-kp\mu}=\frac1{2kp}\ln\frac{\cosh(u+v)-1}{\cosh(u-v)-1}=\frac{L(u,v)}{kp},$$

$$L(u,v)=\ln\left|\frac{\sinh\frac{u+v}2}{\sinh\frac{u-v}2}\right|,$$

where $\cosh x-1=2\sinh^2(x/2)$ was used. The angular integrals supply $(4\pi)^2$. The prefactor becomes

$$\frac{e^2}{2\varepsilon_0}\frac{(4\pi)^2}{(2\pi)^6}=2\pi\frac{e^2}{4\pi\varepsilon_0}\frac1{4\pi^4}=\frac{e^2}{4\pi\varepsilon_0}\frac1{2\pi^3}.$$

Let $\eta=\sqrt{1+\beta^2}$ and $U=\operatorname{arsinh}\beta$. With $k^2dk/E=\sinh^2u\,du$,

$$e_x=-\frac{e^2}{4\pi\varepsilon_0}\left(\frac{mc}{\hbar}\right)^4\frac{F}{2\pi^3},\qquad F=J-A^2,$$

$$A=\int_0^U\sinh^2u\,du=\frac{\beta\eta-U}2,\qquad J=\int_0^U\!\!\int_0^U\sinh u\,\sinh v\,L\,du\,dv.$$

To find $J$, differentiate with respect to $U$. The integrand is symmetric, so the two edges of the square contribute equally:

$$\frac{dJ}{dU}=2\sinh U\int_0^U\sinh v\,L(U,v)\,dv.$$

Integrate by parts, choosing $\cosh v-\cosh U$ as the antiderivative of $\sinh v$. The boundary term vanishes at $v=U$, where this factor removes the logarithmic singularity, and at $v=0$, where $L=0$. The derivative of $L$ is

$$\frac{\partial L}{\partial v}=\frac12\left[\coth\frac{U+v}2+\coth\frac{U-v}2\right]=\frac{\sinh U}{\cosh U-\cosh v}.$$

The last step uses $\coth a+\coth b=\sinh(a+b)/(\sinh a\sinh b)$ and $2\sinh a\sinh b=\cosh(a+b)-\cosh(a-b)$. The factors $\cosh U-\cosh v$ cancel, the remaining integral is $U\sinh U$, and

$$\frac{dJ}{dU}=2U\sinh^2U=2U\frac{dA}{dU}.$$

A second integration by parts, with $J(0)=0$, gives

$$J=2UA-\int_0^U2A\,dU'=2UA-\frac{\beta^2}2+\frac{U^2}2.$$

Insert $U=\beta\eta-2A$. The terms linear in $A$ cancel:

$$J=\frac{\beta^2(\eta^2-1)}2-2A^2=\frac{\beta^4}2-2A^2.$$

Therefore $F=\beta^4/2-3A^2$. Writing $F=\beta^4\phi/2$ reproduces the prefactor of $e_x^0$, and

$$\boxed{\phi(\beta)=1-\frac32\left[\frac{\beta\eta-\operatorname{arsinh}\beta}{\beta^2}\right]^2}$$

### The zero of the energy density

Let $g=(\beta\eta-U)/\beta^2$. Since $d(\beta\eta-U)/d\beta=2\beta^2/\eta$,

$$g'=\frac2\eta-\frac{2(\beta\eta-U)}{\beta^3}=\frac2{\beta^3}\left(U-\frac\beta\eta\right).$$

The bracket vanishes at $\beta=0$ and has derivative $1/\eta-1/\eta^3>0$. So $g$ rises steadily, from 0 to its limit 1, and $\phi$ falls from 1 to $-1/2$. It has one zero, where $g=\sqrt{2/3}$. Numerically,

$$\beta_e=2.533.$$

With $mc/\hbar=2.590\times10^{12}\ {\rm m^{-1}}$, the Fermi wave number there is $6.56\times10^{12}\ {\rm m^{-1}}$, and

$$n_e=\frac{(6.56\times10^{12}\ {\rm m^{-1}})^3}{3\pi^2}=9.5\times10^{36}\ {\rm m^{-3}}.$$

At this density the Coulomb part of $\phi$ is $0.849$ and the transverse part is $-0.849$.

### The potential factor

From $n=(mc/\hbar)^3\beta^3/(3\pi^2)$ follows $dn/d\beta=(mc/\hbar)^3\beta^2/\pi^2$. Thus

$$v_x=\frac{de_x/d\beta}{dn/d\beta}=-\frac{e^2}{4\pi\varepsilon_0}\frac{mc}{\hbar}\frac{1}{2\pi\beta^2}\frac{dF}{d\beta}.$$

Division by $v_x^0=-(e^2/4\pi\varepsilon_0)(mc/\hbar)\beta/\pi$ gives $\psi=(dF/d\beta)/(2\beta^3)$. The derivatives already found yield

$$\frac{dF}{dU}=2U\beta^2-2A\beta^2=\beta^2(3U-\beta\eta),\qquad\frac{dF}{d\beta}=\frac1\eta\frac{dF}{dU},$$

and hence

$$\boxed{\psi(\beta)=-\frac12+\frac{3\operatorname{arsinh}\beta}{2\beta\eta}}$$

Because $\beta\eta=\tfrac12\sinh2U$, the second term is $\tfrac32$ times $2U/\sinh2U$, which falls steadily from 1 to 0. So $\psi$ also has one zero, where $3U=\beta\eta$:

$$\beta_v=1.946,\qquad n_v=4.3\times10^{36}\ {\rm m^{-3}}.$$

The potential is the slope of $e_x(n)$. It must change sign first, since the energy density has to pass through a minimum before it can rise to zero. At that minimum $\phi=0.157$. At $\beta_e$, where the energy density vanishes, the potential is already repulsive: $v_x=(-3007\ {\rm eV})(-0.139)\approx+0.42$ keV.

The numerical check compares the kernels with explicit Dirac-matrix traces, and $\phi$ and $\psi$ with separate quadratures.

### The mercury atom

The density comes from radial Dirac–Kohn–Sham equations with the local exchange potential $v_x^0\psi$ and no correlation. For large and small components $P$ and $Q$, with the rest energy subtracted from $\epsilon$,

$$\hbar c\left(-Q'+\frac{\kappa Q}r\right)+VP=\epsilon P,$$

$$\hbar c\left(P'+\frac{\kappa P}r\right)+(V-2mc^2)Q=\epsilon Q.$$

Here $V$ is the sum of the nuclear, Hartree and exchange potential energies, and $\kappa$ is the integer angular quantum number, equal to $-1$ for s states. Each filled shell holds $2|\kappa|$ electrons, so $n=\sum2|\kappa|(P^2+Q^2)/(4\pi r^2)$, and $\beta(r)$ follows from the local $n(r)$.

A finite $\beta$ at the centre requires a nucleus of finite size. Near a point charge, $V=-Z\alpha\hbar c/r$ dominates. Inserting $P,Q\propto r^s$ gives

$$(s+\kappa)P=Z\alpha Q,\qquad(s-\kappa)Q=-Z\alpha P,$$

so $s^2=\kappa^2-(Z\alpha)^2$. For s electrons in mercury $s\approx0.81$, and $n\propto r^{2s-2}$ would diverge at the origin. The calculation uses a Gaussian nuclear charge with a rough rms radius of 5.5 fm, or 0.0055 pm. The result is:

| $r$ (pm) | $\beta$ | $\phi$ | $\psi$ |
|---:|---:|---:|---:|
| 0.0055 | 2.88 | −0.068 | −0.196 |
| 0.01 | 2.74 | −0.042 | −0.174 |
| 0.03 | 2.38 | 0.036 | −0.108 |
| 0.1 | 1.91 | 0.168 | 0.010 |
| 0.3 | 1.36 | 0.386 | 0.226 |
| 1 | 0.65 | 0.777 | 0.686 |
| 10 | 0.14 | 0.987 | 0.980 |
| 100 | 0.011 | 1.000 | 1.000 |

At the centre $\beta=2.99$. The energy density changes sign at $r_e=0.019$ pm, about 3.5 times the nuclear rms radius, and the potential at $r_v=0.092$ pm. Each quantity is positive inside its own radius.

A nuclear radius of 6.0 fm lowers the central $\beta$ to 2.96 and moves $r_e$ by about 1%. Using the nonrelativistic exchange potential in the orbital equations raises $r_e$ by about 3%. A uniformly charged sphere of the same 5.5 fm rms radius gives a central $\beta$ of 2.97 and moves $r_e$ by about 0.1%. A point nucleus raises $r_e$ by about 6% and $r_v$ by under 1%. The position of the sign change thus depends only weakly on these choices, while the last digit of the central $\beta$ depends on the nuclear model.

The region of positive energy density holds $3\times10^{-4}$ electrons and contributes 0.018 eV. The effect of $\phi$ on the whole atom is much larger. On the same density, the exchange energy is $-9621$ eV with $\phi=1$ and $-8520$ eV with the full $\phi$. The difference, 1.10 keV, is 11% of the former magnitude. It comes almost entirely from places where $\phi$ is reduced but still positive. Since $e_x^0=\tfrac34nv_x^0$, the magnitude of $e_x^0$ per electron inside $r_e$ is at most $\tfrac34\times3007\ {\rm eV}\times2.99/2.533\approx2.7$ keV, and $1-\phi<1.1$ there. The $3\times10^{-4}$ electrons inside $r_e$ therefore contribute less than 1 eV to the difference.

The local sign change should not be read as the sign of a physical energy at a point. The local approximation requires the density to vary little over a distance $1/k_F$. At $r_e$ this distance is $1/(6.56\times10^{12}\ {\rm m^{-1}})=0.15$ pm, eight times $r_e$ itself. Between $r_e$ and 0.1 pm, only about half this distance, the density already falls by a factor $(2.53/1.91)^3\approx2.3$. The condition fails there, and the map describes what the local functional does when given the mercury density. The same limit applies to the 1.10 keV. The middle 80% of it comes from radii between 0.18 and 3.2 pm, and $|d\ln n/dr|/k_F$ is not small there: it is 1.2, 1.4 and 0.9 at 0.18, 0.58 and 3.2 pm. For the two 1s electrons alone, the local functional gives a transverse exchange energy of 445 eV, whereas the current–current integral over the 1s orbitals gives 202 eV. The 1.10 keV is therefore a property of the local functional and should not be quoted as the relativistic change of exchange in the atom.

## Comparison of the two

For small $\beta$, $\beta\eta\approx\beta+\beta^3/2$ and $U\approx\beta-\beta^3/6$. Their difference is $2\beta^3/3$, so

$$\phi\approx1-\tfrac23\beta^2,\qquad\psi\approx1-\beta^2.$$

The scaling law was right at small $\beta$, with $a=2/3$, and so was the ratio $3/2$ of the two corrections. Extrapolated, these forms vanish at $\beta=1.22$ and $1.00$, far below the exact 2.53 and 1.95. The quadratic forms fall without limit, whereas the exact factors level off at $-1/2$. The ratio of the zeros fares better: 0.82 by scaling and $1.946/2.533=0.77$ exactly. In density the original guess $\beta\sim1$ is too low by $2.533^3\approx16$.

| | Scaling | Full calculation |
|---|---:|---:|
| $\beta$ where $\phi=0$ | 1 | 2.53 |
| $\beta$ where $\psi=0$ | 0.82 | 1.95 |
| central $\beta$ in Hg | 1.55 | 2.99 |
| $r_e$ (pm) | 0.44 | 0.019 |
| $r_v$ (pm) | 0.64 | 0.092 |

For mercury the estimate predicted both sign changes, but through two errors that partly cancel: its thresholds and its central density are both too low. Correcting the thresholds alone would remove the sign changes, since $1.55$ lies below both 1.95 and 2.53.

A further calculation separates out the role of relativity in the density. With the speed of light multiplied by 20 in the self-consistent equations, but the true $c$ kept in the definition of $\beta$, the largest $\beta$ is 1.61. This is close to the hydrogenic 1.55 and below both thresholds. Within this model, mercury reaches the sign changes because relativity raises the electron density near the nucleus.

## Calculated quantities

```
m c/hbar = 2.58961e+12 1/m
beta at zero of phi (energy) = 2.53324
beta at zero of psi (potential) = 1.94600
density at zero of phi = 9.5348e+36 1/m^3
density at zero of psi = 4.3223e+36 1/m^3
psi at zero of phi = -0.13920
phi at zero of psi = 0.15729
nonrel. v_x at zero of phi = -3006.9 eV
full v_x at zero of phi = 418.5 eV
Coulomb part of phi at its zero = 0.84903
transverse part of phi at its zero = -0.84903
gas: beta = 0.1, phi = 0.99337, psi = 0.99008
gas: beta = 0.5, phi = 0.85471, psi = 0.79123
gas: beta = 1.0, phi = 0.57412, psi = 0.43484
gas: beta = 2.0, phi = 0.14014, psi = -0.01579
gas: beta = 3.0, phi = -0.08897, psi = -0.21248
gas: beta = 5.0, phi = -0.28985, psi = -0.36395
Hg: Z = 80, rms nuclear radius (rough input) = 5.5 fm
Hg 1s level = -82394 eV
Hg beta at the centre = 2.994
Hg map: r (pm), beta, n (1/m^3), phi, psi
  0.0010   2.9891 1.566e+37  -0.0872  -0.2110
  0.0055   2.8781 1.398e+37  -0.0681  -0.1957
  0.0100   2.7373 1.203e+37  -0.0421  -0.1743
  0.0300   2.3776 7.883e+36   0.0360  -0.1084
  0.1000   1.9118 4.098e+36   0.1685   0.0104
  0.3000   1.3641 1.489e+36   0.3862   0.2262
  1.0000   0.6450 1.574e+35   0.7767   0.6863
  3.0000   0.3472 2.454e+34   0.9250   0.8900
 10.0000   0.1421 1.682e+33   0.9867   0.9801
 30.0000   0.0515 8.008e+31   0.9982   0.9974
100.0000   0.0110 7.886e+29   0.9999   0.9999
Hg radius where phi = 0: 0.0191 pm
Hg radius where psi = 0: 0.0923 pm
electrons inside phi = 0: 3.165e-04
electrons inside psi = 0: 1.754e-02
Hg E_x with phi = 1: -9621.1 eV
Hg E_x with full phi: -8519.5 eV
Hg E_x from region phi < 0: 1.792e-02 eV
6.0 fm nucleus: central beta = 2.959
6.0 fm nucleus: phi = 0 at 0.0189 pm
psi = 1 in orbitals: central beta = 3.005
psi = 1 in orbitals: phi = 0 at 0.0197 pm
c times 20 in orbitals: largest beta = 1.607
neon level check, largest difference = 6.5e-06 hartree
Hg 1s density check, largest relative error = 3.7e-05
```
